# Can Becke-Johnson potentials supply energies, forces and phonons?

**Question**

I use the Becke-Johnson potential, and its modified form, in a PAW code to improve band gaps. Now I want to relax the structure and compute phonons with the same potential. I have no formula for its exchange energy, but I do have $v_x(\mathbf r)$ for any density. For a potential that is the derivative of an energy, an energy difference follows by integrating the potential along a path of densities. Can I define the Becke-Johnson energy in this way, and then take forces and DFPT force constants from it?

**Answer**

The integral can be evaluated, but its value depends on the path. One can fix a path by convention and so attach a number to each density, but the derivative of that number is not the Becke-Johnson potential: if it were, the chain rule below would make the integral independent of the path. I show the path dependence for the original potential and for the modified one at fixed $c$, with the exceptions stated there. Densities, Hellmann-Feynman expressions and first-order density responses can still be computed. What is missing is an energy that has those forces as first derivatives and those force constants as second derivatives.

I use Hartree atomic units. $\rho_\sigma$ is the density of one spin and $\tau_\sigma=\tfrac12\sum_i|\nabla\phi_{i\sigma}|^2$. The potential is

$$v_\sigma=v_\sigma^{\rm hole}+w_\sigma,\qquad w_\sigma=\frac1\pi\sqrt{\frac56}\sqrt{\frac{\tau_\sigma}{\rho_\sigma}} ,$$

where $v^{\rm hole}$ is the Slater potential or its Becke-Roussel model. I call $w$ the shift.

**What a functional derivative must satisfy**

Suppose $v_\sigma=\delta E/\delta\rho_\sigma$. Along any path $\rho_\sigma(t)$ from $A$ to $B$, the chain rule gives

$$\sum_\sigma\int_0^1\!dt\int v_\sigma\,\frac{\partial\rho_\sigma}{\partial t}\,d^3r=\int_0^1\frac{dE}{dt}\,dt=E[B]-E[A].$$

The result cannot depend on the route. There is also a local form. Let the density of one spin depend on two parameters $s,t$, with $\eta_1=\partial_s\rho$ and $\eta_2=\partial_t\rho$. The work per unit parameter is $f_s=\int v\,\eta_1$ and $f_t=\int v\,\eta_2$. In the cross derivatives the terms with $\partial_s\partial_t\rho$ cancel, leaving

$$\Omega\equiv\partial_sf_t-\partial_tf_s=\int(\eta_2\,\partial_sv-\eta_1\,\partial_tv)\,d^3r .$$

If $E$ exists, $f_s=\partial_sE$ and $f_t=\partial_tE$, so $\Omega=0$. This is the symmetry of the kernel $\delta v(\mathbf r)/\delta\rho(\mathbf r')$.

I keep the electron number fixed throughout. Then $\int\eta_i=0$, and adding a constant to $v$, even one that depends on the density, changes nothing. The failure below is therefore not a matter of where the potential has its zero.

**One orbital per spin**

For two electrons in a singlet, $\phi=\sqrt{\rho_\sigma}$ and $\nabla\phi=\nabla\rho_\sigma/(2\sqrt{\rho_\sigma})$. Hence $\tau_\sigma=|\nabla\rho_\sigma|^2/(8\rho_\sigma)$ and

$$w=\frac1\pi\sqrt{\frac{5}{6\cdot8}}\,\frac{|\nabla\rho_\sigma|}{\rho_\sigma}=C\,|\nabla\ln\rho_\sigma|,\qquad C=\frac1\pi\sqrt{\frac5{48}}=0.1027 .$$

The Slater part is here $-\int\rho_\sigma(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. It is the derivative of $-\tfrac12\iint\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')/|\mathbf r-\mathbf r'|$, so any path dependence comes from $w$.

Write $\eta_i=\rho_\sigma u_i$, so that $\ln\rho_\sigma$ changes by $u_i$. With $\mathbf n=\nabla\rho_\sigma/|\nabla\rho_\sigma|$, the length of $\nabla\ln\rho_\sigma$ changes by $\mathbf n\cdot\nabla u_i$. Inserting this in $\Omega$ gives

$$\Omega=C\int\rho_\sigma\,\mathbf n\cdot(u_2\nabla u_1-u_1\nabla u_2)\,d^3r .$$

Exchanging 1 and 2 reverses the sign, and nothing makes the integral vanish in general. The formula needs $\nabla\rho_\sigma\neq0$ except at isolated points or surfaces, because $|\nabla\rho_\sigma|$ has a kink where the gradient vanishes.

**A case that can be integrated**

Take

$$\rho_\sigma=\frac{e^{-ar-br^2}}{\mathcal Z},\qquad \mathcal Z=\int e^{-ar-br^2}d^3r .$$

These are legitimate ground-state densities. The orbital is $\phi\propto e^{-ar/2-br^2/2}$, with $\phi'/\phi=-(a/2+br)$ and $\phi''/\phi=(a/2+br)^2-b$. The radial Schrödinger equation then gives its local potential,

$$v_s-\varepsilon=\frac12\left[\frac{\phi''}{\phi}+\frac2r\frac{\phi'}{\phi}\right]=\frac12\left[\left(\frac a2+br\right)^2-3b-\frac ar\right],$$

and an orbital without nodes is the ground state of that potential.

I take $a\ge0$ and $b\ge0$, not both zero. Then $|\rho_\sigma'|/\rho_\sigma=a+2br$, and the shift is $w=C(a+2br)$. For a small change of density, summed over two spins, its work is

$$dW=2\int w\,d\rho_\sigma\,d^3r=2C\,\big(a\,dN_\sigma+2b\,d\langle r\rangle\big)=4C\,b\,d\langle r\rangle ,$$

because $dN_\sigma=0$. This has the form of pressure times change of volume: the work around a closed loop is $4C$ times a signed area in the plane of $b$ and $\langle r\rangle$.

Now go from $(a_1,b_1)$ to $(a_2,b_2)$ in two ways: route I changes $a$ first, route II changes $b$ first. Integration by parts gives

$$W=4C\left(\big[b\langle r\rangle\big]_{\rm start}^{\rm end}-\int\langle r\rangle\,db\right).$$

The bracket is common to both routes. The last integral runs at $a=a_2$ on route I and at $a=a_1$ on route II, so

$$W_{\rm I}-W_{\rm II}=4C\int_{b_1}^{b_2}\big[\langle r\rangle(a_1,b)-\langle r\rangle(a_2,b)\big]db .$$

From $\partial_a\mathcal Z=-\mathcal Z\langle r\rangle$ follows $\partial_a\rho_\sigma=-(r-\langle r\rangle)\rho_\sigma$, and therefore $\partial_a\langle r\rangle=-(\langle r^2\rangle-\langle r\rangle^2)=-{\rm Var}(r)$. The result is

$$W_{\rm I}-W_{\rm II}=4C\int_{b_1}^{b_2}\!\!\int_{a_1}^{a_2}{\rm Var}(r)\,da\,db .$$

A variance is positive for any spread-out density, so this gap is positive for every rectangle in this range of $a$ and $b$ with $a_2>a_1$ and $b_2>b_1$. One such case excludes a universal functional, since its derivative would have to work for these densities too.

There is an instructive limit. On the line $b=0$ the densities are hydrogenic, $w=Ca$ is constant in space, and it does no work. A check whose whole path stays within 1s densities would not reveal the fault. Linear mixing of two 1s densities leaves that family: from $a=1$ to $a=3$ it gives a shift work of about 0.17 Ha instead of zero.

**Numbers**

Let $(a,b)$ go from $(1,\,0.1)$ to $(3,\,1)$, with $a$ in bohr$^{-1}$ and $b$ in bohr$^{-2}$. On route I, the first leg has constant $b=0.1$, while $\langle r\rangle$ falls from 1.998 to 0.925 bohr:

$$4(0.1027)(0.1)(0.925-1.998)=-0.044\ \text{Ha}.$$

The whole route gives $-0.095$ Ha. On route II, the last leg has $b=1$, while $\langle r\rangle$ falls from 0.927 to 0.649 bohr. It contributes $4(0.1027)(1)(0.649-0.927)=-0.114$ Ha to a total of $-0.277$ Ha. The gap is

$$-0.0954-(-0.2771)=0.1817\ \text{Ha}=4.94\ \text{eV}.$$

The variance formula gives the same 0.1817 Ha.

Linear mixing, $\rho(t)=(1-t)\rho_A+t\rho_B$, has the same endpoints but gives about $+0.22$ Ha. Even the sign has changed. Within the family, $w$ rises outward, so moving charge inward gives negative work. In the mixture, $|\rho'|/\rho$ is the average of $1+0.2r$ and $3+2r$, weighted by the two parts of the density. The steep part has its largest share near the nucleus and the shallow part takes over outside, so $w$ can be larger where charge arrives than where it leaves.

The Slater part gives $-0.953$ Ha on all three routes, equal to the change of the exact one-orbital exchange energy. LDA exchange also passes this test, with $-0.813$ Ha each time. The "Becke-Johnson energy difference" comes out as $-1.048$, $-1.230$ or $-0.728$ Ha.

**The modified potential, and more orbitals**

The modified form is $c\,v^{\rm hole}+(3c-2)w$. I take $c$ as one fixed number; a $c$ computed from the density is not covered here.

With the Slater hole, the one-orbital gap is $(3c-2)\times0.1817$ Ha, which excludes every fixed $c$ except $2/3$, where the shift is absent.

With the Becke-Roussel hole, the hole part has a gap of its own, $-0.1212$ Ha. At $c=1$ the total is $0.1817-0.1212=0.0605$ Ha. For general $c$ it is

$$-0.1212\,c+0.1817\,(3c-2)\ \text{Ha},$$

which vanishes at $c=0.857$. These two routes exclude every other fixed $c$. At that value they decide nothing, since one closed loop with zero work does not prove that a functional exists.

For two orbitals per spin, I took four electrons in the two lowest s states of $-Z/r+kr^2/2$ and led $(Z,k)$ around a rectangle. The Becke-Johnson potential with the Slater hole does 0.115 Ha of work around this loop: 0.101 from the shift and 0.014 from the Slater part, against about $10^{-6}$ Ha for the LDA control. So here the Slater potential fails as well, and $c=2/3$ would leave $\tfrac23(0.014)\approx0.009$ Ha. This is a model restricted to s states. To first order in $k$ a level moves by $k\langle r^2\rangle/2$, and the hydrogenic $\langle r^2\rangle=n^2[5n^2+1-3l(l+1)]/(2Z^2)$ is $42/Z^2$ for 2s and $30/Z^2$ for 2p. Weak confinement thus raises 2s above 2p. First order overestimates the splitting at the larger $k$, but the ordering persists: at the corners of the loop ($Z=2$ to $4$, $k=0.1$ to $1$) 2s lies 0.04 to 0.57 Ha above 2p, so these are not ground states there. The two-electron proof does not rely on it.

**What happens to forces and DFPT**

Let nuclei at $X_i$ produce a local potential $v_{\rm ext}$. The Hellmann-Feynman force is $F_i=-\int\rho\,\partial_iv_{\rm ext}$ plus nuclear repulsion, where $\rho$ is the total density and $\partial_i=\partial/\partial X_i$. Define $K_{ij}=-\partial_jF_i$. The repulsion and the term $\int\rho\,\partial_i\partial_jv_{\rm ext}$ are symmetric, so

$$K_{12}-K_{21}=\int(\partial_2\rho\,\partial_1v_{\rm ext}-\partial_1\rho\,\partial_2v_{\rm ext}).$$

Substitute $v_{\rm ext}=v_s-v_H-v_x$. The $v_s$ part cancels because $\partial_i\rho=\int\chi_s\,\partial_iv_s$ with a symmetric Kohn-Sham response $\chi_s$. The $v_H$ part cancels because the Coulomb interaction is symmetric. What remains, for equal spin densities, is

$$K_{12}-K_{21}=\int(\partial_1\rho\,\partial_2v_x-\partial_2\rho\,\partial_1v_x).$$

This is the antisymmetric part of the exchange kernel again. A correlation potential that is a true derivative would drop out. PAW does not repair this: it rewrites the derivative of an energy and cannot supply a missing one.

Translation shows the same fault. In one dimension $\sum_i\partial_iv_{\rm ext}=-v_{\rm ext}'$, and the nuclear repulsions cancel in the sum, so $\sum_iF_i=\int\rho\,v_{\rm ext}'$. A stationary state feels no mean force, hence $\int\rho\,v_s'=0$. The Hartree potential, and for two electrons the Slater part $-v_H/2$, exert no net force either. Therefore

$$\sum_iF_i=-\int\rho\,w'\,dx=\int\rho'\,w\,dx=C\int\frac{\rho'|\rho'|}{\rho}\,dx .$$

It vanishes for a mirror-symmetric density, but not in general.

As an illustration I used a one-dimensional two-electron molecule with softened Coulomb forces, charges 1.5 (left) and 0.5 (right), at a distance of 1.5 bohr. The shift keeps its form and its $C$, which makes this a model rather than a real molecule. The forces are $0.0159$ and $-0.0035$ Ha/bohr. Their sum, $0.0124$ Ha/bohr, agrees with the density formula: the isolated molecule would push itself to the right. The off-diagonal force constants are

$$K_{12}=-0.1565,\qquad K_{21}=-0.1398\ \text{Ha/bohr}^2 .$$

They differ by 0.0168 Ha/bohr$^2$, about 11% of $|K_{12}|$, and the exchange-kernel formula gives the same difference. Without the shift, the net force and the asymmetry vanish to numerical precision.

One can even run a cycle. Stretch the molecule from 1 to 2 bohr, move it 1 bohr to the right, compress it by the reverse of the stretching motion, and move it back. Stretching and compression cancel, and the forces deliver $(0.0205-0.0049)\times1=0.0156$ Ha per turn. If you vary a single coordinate you can always integrate the force to a smooth curve, but that curve is the work along that one path.

For DFPT this means that the self-consistent first-order density can be computed wherever $v_x$ is differentiable. Second-order energy formulas that rely on a stationary energy have nothing to stand on, and symmetrizing $K$ hides the asymmetry without creating the energy.

**What you can do instead**

You can insert the Becke-Johnson density and orbitals into a real functional $E^G$, for example with LDA exchange and the same correlation. That energy is well defined, but the Becke-Johnson density does not make it stationary. For Kohn-Sham ground states $\delta T_s/\delta\rho=-v_s+\text{const}$, so at fixed electron number

$$\frac{dE^G}{dX_i}=-F_i+\int(v_x^G-v_x^{\rm BJ})\,\partial_i\rho .$$

The Hellmann-Feynman force alone is thus not the slope of this energy either; the density response is needed too. The simpler consistent choice is to relax the structure and compute phonons with a functional that has an energy, and then to use the Becke-Johnson potential for the bands at that geometry. The numerical output below gives the values in more detail.

## Calculated quantities

```
C = 0.102734 (dimensionless)
start a = 1.0, end a = 3.0 bohr^-1
start b = 0.1, end b = 1.0 bohr^-2
<r> at start: 1.99784 bohr
<r> at a-first corner: 0.92520 bohr
<r> at b-first corner: 0.92673 bohr
<r> at end: 0.64866 bohr
a first: shift work -0.09537, Slater work -0.95263 Ha
a first: shift + Slater -1.04801 Ha
a first: LDA exchange work -0.81265 Ha
b first: shift work -0.27705, Slater work -0.95263 Ha
b first: shift + Slater -1.22969 Ha
b first: LDA exchange work -0.81265 Ha
linear mixing: shift work 0.22456, Slater work -0.95263 Ha
linear mixing: shift + Slater -0.72807 Ha
linear mixing: LDA exchange work -0.81264 Ha
exact one-orbital exchange energy change: -0.95263 Ha
LDA exchange energy change: -0.81265 Ha
BJ path gap, line integrals: 0.18168 Ha = 4.944 eV
BJ path gap, variance formula: 0.18168 Ha
path gap of Becke-Roussel part alone: -0.12119 Ha
path gap of Becke-Roussel + shift: 0.06049 Ha
fixed c at which this one gap would vanish: 0.8573
Becke-Roussel minus exact, 1s density, max: 1.5e-06 Ha
kernel antisymmetry, differences: -0.011254 Ha
kernel antisymmetry, formula: -0.011254 Ha
four-electron loop: charge 2 to 4, k 0.1 to 1.0 Ha/bohr^2
four-electron loop, shift: 0.101441 Ha
four-electron loop, Slater: 0.013638 Ha
four-electron loop, BJ total: 0.115078 Ha
four-electron loop, LDA control: 9.4e-07 Ha
1D molecule: charges 1.5, 0.5; distance 1.5 bohr
BJ forces on nuclei 1, 2: 0.01589, -0.00351 Ha/bohr
BJ net force, sum of forces: 0.01238 Ha/bohr
BJ net force, density formula: 0.01238 Ha/bohr
net force without shift: 5.4e-11 Ha/bohr
BJ K11, K12: 0.15653, -0.15653 Ha/bohr^2
BJ K21, K22: -0.13978, 0.13978 Ha/bohr^2
BJ K12 - K21, from forces: -0.01675 Ha/bohr^2
BJ K12 - K21, from exchange kernel: -0.01676 Ha/bohr^2
K12 - K21 without shift: 3.3e-12 Ha/bohr^2
BJ net force at distance 1.0: 0.00485 Ha/bohr
BJ net force at distance 2.0: 0.02048 Ha/bohr
BJ net force at distance 3.0: 0.02924 Ha/bohr
cycle 1 to 2 bohr, moved 1 bohr: |work| 0.01563 Ha
```
